\section*{Algebraic decay of positional order in a planar harmonic crystal, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a chain of springs to the planar power law}

\subsection{The decision that needs the result}

A simulation of a monolayer in a periodic cell of side $L$ yields the thermal average of $e^{i\mathbf G\cdot\mathbf u}$, where $\mathbf u$ is the displacement of an atom from its lattice site and $\mathbf G\neq0$ is a reciprocal-lattice vector. This number reduces a Bragg amplitude, or a Fourier component of a potential carried rigidly by the atoms. One has to decide whether to extrapolate it to a constant at infinite $L$, or to quote it together with $L$. In a bulk crystal the first choice is sound. In a strictly planar harmonic crystal at finite temperature it is not, because the constant is zero. How much this matters depends on an exponent, which is worked out here from the elastic constants.

The quantity to follow is the pair function
\begin{equation}
C_{\mathbf G}(\mathbf R)=\left\langle e^{i\mathbf G\cdot[\mathbf u(\mathbf R)-\mathbf u(0)]}\right\rangle ,
\label{eq:def}
\end{equation}
with $\mathbf R$ a lattice vector. Since $e^{i\mathbf G\cdot\mathbf R}=1$, replacing the displacements by the full atomic positions $\mathbf R+\mathbf u(\mathbf R)$ and $\mathbf u(0)$ leaves $C_{\mathbf G}$ unchanged. It therefore measures whether two distant atoms still lie on the same set of lattice planes. The average is classical, with Boltzmann weight $e^{-F/k_BT}$, where $F$ is the elastic energy of the displacements.

\subsection{Simplest case: a chain}

Take atoms on a line at spacing $a$, joined by springs of constant $c/a$, so that $c$ is the stiffness of the line. The extensions $\delta_n$ of the springs are independent variables, each with energy $c\,\delta_n^2/(2a)$, so each has mean zero and variance $k_BTa/c$. The relative displacement of two atoms a distance $R$ apart is the sum of $R/a$ extensions, and its variance is
\begin{equation}
\langle(\Delta u)^2\rangle=\frac{R}{a}\,\frac{k_BTa}{c}=\frac{k_BTR}{c}.
\end{equation}

A sum of independent Gaussian variables is Gaussian. For a Gaussian variable $y$ of zero mean and variance $s^2$, completing the square gives
\begin{align}
\langle e^{iy}\rangle&=\int\frac{dy}{\sqrt{2\pi s^2}}\,e^{-y^2/2s^2+iy}\nonumber\\
&=e^{-s^2/2}\int\frac{dy}{\sqrt{2\pi s^2}}\,e^{-(y-is^2)^2/2s^2}=e^{-s^2/2}.
\label{eq:gauss}
\end{align}
The last integral equals one because the contour can be shifted back to the real axis. With $y=g\,\Delta u$,
\begin{equation}
C(R)=\exp\!\left(-\frac{k_BTg^2}{2c}R\right).
\label{eq:chain}
\end{equation}
In one dimension the errors in position add like the steps of a random walk, and order is lost exponentially.

\subsection{One displacement component in the plane}

In the plane many paths connect two atoms, and they constrain each other. The bookkeeping is done with waves. Let a single component $u(\mathbf r)$ have the energy
\begin{equation}
F=\frac c2\int|\nabla u|^2\,d^2r,\qquad u(\mathbf r)=\sum_{\mathbf q\ne0}u_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},
\end{equation}
in a periodic area $\mathcal A$. Here $c$ is in N/m, and $u_{-\mathbf q}=u_{\mathbf q}^*$ because $u$ is real. Uniform translation, $\mathbf q=0$, costs no energy and cancels in differences. Orthogonality of the waves gives
\begin{equation}
F=\frac{\mathcal A c}{2}\sum_{\mathbf q}q^2|u_{\mathbf q}|^2 .
\end{equation}
The terms $\mathbf q$ and $-\mathbf q$ are equal. With $u_{\mathbf q}=x+iy$ their joint energy is $\mathcal Acq^2(x^2+y^2)$, so $\langle x^2\rangle=\langle y^2\rangle=k_BT/(2\mathcal Acq^2)$ and
\begin{equation}
\langle|u_{\mathbf q}|^2\rangle=\frac{k_BT}{\mathcal A c\,q^2}.
\label{eq:equi}
\end{equation}

Different pairs are independent. Since $|e^{i\mathbf q\cdot\mathbf R}-1|^2=2(1-\cos\mathbf q\cdot\mathbf R)$,
\begin{equation}
\langle(\Delta u)^2\rangle=\frac{2k_BT}{c}\int\frac{d^2q}{(2\pi)^2}\,\frac{1-\cos\mathbf q\cdot\mathbf R}{q^2}.
\label{eq:scalarint}
\end{equation}
The sum has become an integral through $\sum_{\mathbf q}\to\mathcal A\int d^2q/(2\pi)^2$. A circular cutoff $q<\Lambda$, with $\Lambda$ of order $1/a$, stands for the discreteness of the lattice for now.

As a check, the same formula in one dimension has the integral $\int_{-\infty}^{\infty}(dq/2\pi)(1-\cos qR)/q^2=R/2$ and returns the chain result. In three dimensions the volume element $q^2dq$ removes the singularity at small $q$, and the variance tends to a constant. The plane lies between: for $1/R\ll q\ll\Lambda$ the integrand is $dq/q$, and each decade of wavelength between $a$ and $R$ contributes equally.

\subsection{The wavevector integral}

Let $\theta$ be the angle between $\mathbf q$ and $\mathbf R$. The radial integral at fixed $\theta$ is
\begin{equation}
\int_0^\Lambda\frac{1-\cos(qR\cos\theta)}{q}\,dq=K(z),\qquad z=\Lambda R|\cos\theta|,
\end{equation}
where $K(z)=\int_0^z(1-\cos t)\,dt/t$. Its large-$z$ form is needed with the constant. For small $\epsilon$, integration by parts gives
\begin{equation}
\int_\epsilon^\infty\frac{e^{-t}}{t}dt=-e^{-\epsilon}\ln\epsilon+\int_\epsilon^\infty e^{-t}\ln t\,dt\to-\ln\epsilon-\gamma ,
\end{equation}
where $\gamma=-\int_0^\infty e^{-t}\ln t\,dt$ is Euler's constant. Now turn the path to the imaginary axis, $t=is$. The large arc contributes nothing, and the small arc from $\epsilon$ to $i\epsilon$ contributes $i\pi/2$, which is imaginary. The real part is therefore
\begin{equation}
\int_\epsilon^\infty\frac{\cos s}{s}ds\to-\ln\epsilon-\gamma .
\end{equation}
Hence
\begin{align}
K(z)&=\lim_{\epsilon\to0}\left[\ln\frac z\epsilon-\int_\epsilon^\infty\frac{\cos s}{s}ds\right]+\int_z^\infty\frac{\cos s}{s}ds\nonumber\\
&=\ln z+\gamma+\int_z^\infty\frac{\cos s}{s}ds .
\label{eq:K}
\end{align}
One integration by parts bounds the last term by $2/z$. The narrow range of angles with $z\lesssim1$ has a width of order $1/(\Lambda R)$, and both $K(z)$ and $\ln z+\gamma$ have integrals over it that vanish as $R\to\infty$. The form $\ln z+\gamma$ may therefore be averaged over all angles.

Two angular averages, written $\overline{(\cdots)}=\int_0^{2\pi}(\cdots)\,d\theta/2\pi$, will be used. Let $m=\overline{\ln|\cos\theta|}=\overline{\ln|\sin\theta|}$. Adding the two forms gives $2m=\overline{\ln|\tfrac12\sin2\theta|}=-\ln2+m$, so
\begin{equation}
\overline{\ln|\cos\theta|}=-\ln2 .
\label{eq:av1}
\end{equation}
Integrating by parts, with a vanishing boundary term,
\begin{equation}
\overline{\cos2\theta\,\ln|\cos\theta|}=\overline{\tfrac12\sin2\theta\tan\theta}=\overline{\sin^2\theta}=\tfrac12 .
\label{eq:av2}
\end{equation}

For the single component, (\ref{eq:gauss}), (\ref{eq:scalarint}) and (\ref{eq:av1}) give
\begin{equation}
-\ln C=\frac{k_BTg^2}{2\pi c}\left[\ln\frac{\Lambda R}{2}+\gamma\right].
\label{eq:scalar}
\end{equation}
The exponential of a logarithm is a power: $C\propto R^{-k_BTg^2/(2\pi c)}$.

\subsection{Two components and two sound branches}

A real planar crystal has a vector displacement and two stiffnesses. For triangular or hexagonal symmetry the long-wave energy is isotropic,
\begin{equation}
F=\frac12\int\left(2\mu\,u_{ij}u_{ij}+\lambda\,u_{kk}^2\right)d^2r,\qquad u_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i),
\label{eq:elastic}
\end{equation}
with summation over repeated indices and no initial stress. The Lamé constants $\lambda,\mu$ are two-dimensional, in N/m. Separating the trace gives $2\mu\tilde u_{ij}\tilde u_{ij}+(\lambda+\mu)u_{kk}^2$, with $\tilde u_{ij}$ traceless, so stability requires $\mu>0$ and $\lambda+\mu>0$.

For one wave, $u_{ij}=\tfrac i2(q_iu_j+q_ju_i)$ in Fourier components, and
\begin{equation}
u_{ij}u_{ij}^*=\tfrac12\left(q^2|\mathbf u_{\mathbf q}|^2+|\mathbf q\cdot\mathbf u_{\mathbf q}|^2\right),\qquad |u_{kk}|^2=|\mathbf q\cdot\mathbf u_{\mathbf q}|^2 .
\end{equation}
The energy becomes
\begin{equation}
F=\frac{\mathcal A}2\sum_{\mathbf q}u_i^*A_{ij}u_j,\qquad A_{ij}=\mu q^2\delta_{ij}+(\lambda+\mu)q_iq_j .
\label{eq:A}
\end{equation}
A displacement across $\mathbf q$ has stiffness $\mu q^2$, and one along $\mathbf q$ has $(2\mu+\lambda)q^2$. Each is a copy of the single-component problem, so (\ref{eq:equi}) gives
\begin{equation}
\langle u_iu_j^*\rangle_{\mathbf q}=\frac{k_BT}{\mathcal Aq^2}P_{ij},\qquad
P_{ij}=\frac{\delta_{ij}-\hat q_i\hat q_j}{\mu}+\frac{\hat q_i\hat q_j}{2\mu+\lambda}.
\label{eq:P}
\end{equation}
The phase $\mathbf G\cdot\Delta\mathbf u$ is again Gaussian, so (\ref{eq:gauss}) holds with no truncation:
\begin{equation}
-\ln C_{\mathbf G}=k_BT\int\frac{d^2q}{(2\pi)^2}\,\frac{1-\cos\mathbf q\cdot\mathbf R}{q^2}\,G_iP_{ij}G_j .
\label{eq:master}
\end{equation}

Let $\varphi$ be the angle from $\mathbf R$ to $\mathbf G$. Then $\mathbf G\cdot\hat{\mathbf q}=G\cos(\theta-\varphi)$, and the double-angle formulas give
\begin{align}
G_iP_{ij}G_j&=G^2\left[s+d\cos2(\theta-\varphi)\right],\\
s&=\frac12\left(\frac1\mu+\frac1{2\mu+\lambda}\right)=\frac{3\mu+\lambda}{2\mu(2\mu+\lambda)},\\
d&=\frac12\left(\frac1{2\mu+\lambda}-\frac1\mu\right)=-\frac{\mu+\lambda}{2\mu(2\mu+\lambda)} .
\end{align}
The radial integral supplies $\ln(\Lambda R|\cos\theta|)+\gamma$. The term with $s$ is averaged by (\ref{eq:av1}). In the term with $d$ the constants average to zero, the part proportional to $\sin2\theta$ vanishes by symmetry, and (\ref{eq:av2}) leaves $\tfrac12\cos2\varphi$. Therefore
\begin{equation}
-\ln C_{\mathbf G}=\eta_G\left[\ln\frac{\Lambda R}{2}+\gamma\right]-\alpha_G\cos2\varphi ,
\label{eq:full}
\end{equation}
\begin{equation}
\boxed{\;\eta_G=\frac{k_BT\,|\mathbf G|^2(3\mu+\lambda)}{4\pi\mu(2\mu+\lambda)}\;},\qquad
\alpha_G=\frac{k_BT\,|\mathbf G|^2(\mu+\lambda)}{8\pi\mu(2\mu+\lambda)} .
\label{eq:eta}
\end{equation}
At large distance $C_{\mathbf G}\simeq B_G(\varphi)(R/a)^{-\eta_G}$. The exponent is independent of direction and cutoff; the amplitude $B_G$ depends on both.

The angular term has a simple origin. Waves travelling across $\mathbf R$ move both atoms alike and drop out of the difference. Waves travelling along $\mathbf R$ count fully, and for them motion along $\mathbf R$ is longitudinal and therefore stiffer. The correlation is larger when $\mathbf G$ is parallel to $\mathbf R$.

\subsection{Limits of the exponent}

At the edge of stability, $\lambda=-\mu$, both branches have stiffness $\mu$. Then $\eta_G=k_BTG^2/(2\pi\mu)$ and $\alpha_G=0$, which is (\ref{eq:scalar}) with $c=\mu$. In the opposite limit $\lambda\to\infty$ longitudinal motion is frozen and $\eta_G=k_BTG^2/(4\pi\mu)$, half as large. At fixed $T$, $G$ and $\mu$, every stable isotropic crystal lies between these values, so the shear constant alone fixes the exponent within a factor of two. As $\mu\to0$ at fixed positive $\lambda$ the exponent diverges, because nothing then resists shear. As $T\to0$ it vanishes linearly, within classical mechanics.

\subsection{Answer for a finite periodic cell}

With the centre of mass fixed, the one-site average follows from (\ref{eq:gauss}) and (\ref{eq:P}):
\begin{equation}
-\ln\left|\langle e^{i\mathbf G\cdot\mathbf u}\rangle\right|=\frac{k_BT}{2}\sum_{\mathbf q\neq0}\frac{G_iP_{ij}G_j}{\mathcal Aq^2}.
\label{eq:site}
\end{equation}
Let the cell grow at fixed shape. The allowed $\mathbf q$ are $2\pi/L$ times fixed pure-number vectors, so $\mathcal Aq^2$ is a pure number for each of them. The terms inside a radius $2\pi M/L$, with $M$ fixed and large, therefore do not change with $L$. The terms outside may be integrated, up to an error that tends to a constant, and give
\begin{equation}
\frac{k_BTG^2s}{4\pi}\ln\frac{\Lambda L}{2\pi M}=\frac{\eta_G}{2}\ln L+\text{constant}.
\end{equation}
Hence $|\langle e^{i\mathbf G\cdot\mathbf u}\rangle|\propto L^{-\eta_G/2}$. The average should be quoted with its cell size, and doubling $L$ multiplies it by $2^{-\eta_G/2}$.

\section{From the continuum to a lattice and a supported monolayer}

\subsection{What is carried over}

The displacement is $\mathbf u$, the lattice vector $\mathbf R$, the reciprocal-lattice vector $\mathbf G$, and $\varphi$ is the angle between the last two. The two-dimensional Lamé constants are $\lambda$ and $\mu$. The pair function $C_{\mathbf G}=\langle e^{i\mathbf G\cdot[\mathbf u(\mathbf R)-\mathbf u(0)]}\rangle$ decays as $B_G(\varphi)(R/a)^{-\eta_G}$, with $\eta_G$ and the angular coefficient $\alpha_G$ given by (\ref{eq:eta}). The one-site average in a periodic cell falls as $L^{-\eta_G/2}$. The continuum derivation used a circular cutoff, which a real lattice does not have.

The continuum theory has given the exponent $\eta_G$ from the elastic constants and shown that the one-site average falls as $L^{-\eta_G/2}$, so it should be quoted with its cell size. It remains to test this on a lattice, put in numbers for a supported monolayer, and examine quantum motion, pinning, bending and dislocations.
